Image charges and donor-induced potential fluctuations beside a planar metal

Consider first a point at the centre of a ball of radius R in a semiconductor of relative permittivity κ. Donors of charge +e are scattered in the ball at random with mean density N, and no mobile charge screens them. In atomic units, where e = 1 and 4πε₀ = 1, the permittivity is ε = κ/(4π), and a donor at distance r contributes the potential 1/(κr) at the centre.

To find the spread of the total potential, divide the ball into small cells of volume ΔV. Random here means Poisson: the cells are independent, and cell i holds nᵢ donors with mean NΔV. For a small cell nᵢ is 0 or 1, up to terms of order ΔV², so ⟨nᵢ²⟩ = ⟨nᵢ⟩ = NΔV, and the variance of nᵢ is also NΔV to this order. The potential is Φ = Σ nᵢφᵢ, where φᵢ is the contribution of one donor in cell i. Means add, and so do variances of independent terms. As ΔV → 0,

⟨Φ⟩ = N ∫ φ d³r',  σ² = N ∫ φ² d³r'.  (1)

This is Campbell's theorem. For the ball it gives

σ² = N ∫₀ᴿ 4πr² dr/(κ²r²) = 4πNR/κ².  (2)

The area of a shell grows as r² and the squared potential falls as 1/r², so every shell of equal thickness contributes equally. The variance therefore grows without limit as the ball grows: an unbounded cloud of unscreened donors has no finite potential variance. A grounded metal plane removes this divergence. At depth z beneath the plane, the variance turns out to be (2) with R replaced by z.

Let the metal fill z < 0 and the semiconductor z > 0. The metal is a perfect conductor held at zero potential, and the donors fill the semiconductor as a Poisson process of density N. The built-in and applied voltages add a potential that does not depend on where the donors sit; they shift the mean and leave the variance alone. The field point is chosen without regard to the donors.

A donor at depth z' and lateral distance ρ from the field point has an image of charge −1 at depth −z'. Its contribution is

φ = (1/κ)(1/r − 1/r'),
r² = ρ² + a²,  r'² = ρ² + b²,
a = |z − z'|,  b = z + z'.  (3)

At z = 0 the two distances are equal and φ vanishes, as the metal requires. The image lies outside the semiconductor, so it adds no charge there. By uniqueness, (3) is the potential of the donor together with the charge it induces on the metal.

The mean needs care. For one donor plane at depth z', the lateral integral up to a radius P is

2π ∫₀ᴾ ρ dρ (1/r − 1/r') = 2π[√(P² + a²) − a − √(P² + b²) + b].

The two square roots cancel as P → ∞, leaving 2π(b − a). Since b − a = 2 min(z, z'), the result is 4π min(z, z'). A donor layer 0 < z' < L with L > z then has the mean

⟨Φ⟩ = (4πN/κ)[∫₀ᶻ z' dz' + z(L − z)] = (4πN/κ)(zL − z²/2).  (4)

This is the parabolic potential of a depletion layer, and it diverges as L → ∞. The variance does not. The result for a filled half-space is therefore understood as the limit of the variance of a layer, taken about the mean of that layer.

For the variance we need the lateral integral of the squared bracket in (3), called S. With u = ρ², so that 2πρ dρ = π du,

S = π ∫₀^∞ du {1/(u + a²) + 1/(u + b²) − 2/[√(u + a²) √(u + b²)]}.

The first two terms integrate to logarithms. For the third, differentiation shows that

d/du 4 ln[√(u + a²) + √(u + b²)] = 2/[√(u + a²) √(u + b²)],

because the sum of the inverse roots divided by the sum of the roots is the inverse of their product. The antiderivative of the braces is therefore

ln(u + a²) + ln(u + b²) − 4 ln[√(u + a²) + √(u + b²)].

For large u it tends to 2 ln u − 4 ln(2√u) = −4 ln 2. At u = 0 it equals 2 ln a + 2 ln b − 4 ln(a + b). Subtracting,

S = π[4 ln(a + b) − 4 ln 2 − 2 ln(ab)] = 2π ln[(a + b)²/(4ab)].

Let M be the larger and m the smaller of z and z', and let t = m/M. Then a + b = 2M and ab = M² − m², so

S = −2π ln(1 − t²).  (5)

S is positive, and it diverges as z' → z, but only logarithmically, so it can be integrated over depth.

For donors shallower than the field point, put z' = zt with 0 < t < 1. Since ln(1 − t²) = ln(1 + t) + ln(1 − t), an antiderivative is (1 + t)ln(1 + t) − (1 − t)ln(1 − t) − 2t. It vanishes at t = 0 and equals 2 ln 2 − 2 at t = 1. Hence

∫₀ᶻ S dz' = 2πz(2 − 2 ln 2).  (6)

For deeper donors put z' = zs with s > 1, so that t = 1/s. Define

g(s) = (s + 1)ln(s + 1) + (s − 1)ln(s − 1) − 2s ln s.

Its derivative is ln(s + 1) + ln(s − 1) − 2 ln s = ln(1 − 1/s²). The coefficients of ln s cancel at large s, so g may be written as (s + 1)ln(1 + 1/s) + (s − 1)ln(1 − 1/s). Expanding the logarithms gives [1 + 1/(2s)] + [−1 + 1/(2s)] = 1/s to leading order, which vanishes at infinity. At the lower end g(1) = 2 ln 2. Therefore

∫_z^∞ S dz' = 2πz[g(1) − g(∞)] = 2πz · 2 ln 2.  (7)

The logarithms cancel in the sum of (6) and (7), which is 4πz. Equation (1), with the factor 1/κ² from (3), gives

σ² = 4πNz/κ².  (8)

In SI units the prefactor of the bracket in (3) is e/(4πε) instead of 1/κ. Then

σ² = N · e²/(16π²ε²) · 4πz = e²Nz/(4πε²).  (9)

This is the variance of the potential, in V². The potential energy of an electron is −eΦ; the sign does not affect the variance, and σ in volts is the energy spread in eV.

The role of the images becomes clear if they are left out. Keep the donors in the half-space and within a distance R > z of the field point. A sphere of radius r < z lies wholly in the semiconductor. For r > z, the part inside has solid angle 2π(1 + z/r). The integral of 1/r² over the donors is thus

4πz + 2π ∫_z^R (1 + z/r) dr = 2π[R + z + z ln(R/z)].  (10)

In units of 4πz this is 6.65 for R = 10z and 52.80 for R = 100z, and it continues to grow. With the images, a donor at a distance r ≫ z, seen at angle θ from the inward normal, has r' ≈ r + 2z cos θ. Its potential is then 2z cos θ/(κr²), that of a dipole. The squared potential falls as 1/r⁴, and for R ≫ z the donors beyond R add, to leading order, only

∫_R^∞ r² dr · (4z²/r⁴) · (2π/3) = 8πz²/(3R)  (11)

to the integral, where 2π/3 is the integral of cos²θ over the hemisphere. This tends to zero as R grows.

The equality between (8) and a bare ball of radius z concerns the total, not its origin. The images also weaken donors inside that ball, and donors outside it still count. Numerical integration assigns a share of 0.588 of the variance to donors nearer than z, and the rest to those farther away.

A second derivation shows which lateral wavelengths matter. The two-dimensional Fourier transform of 1/√(ρ² + a²) is 2πe^(−ka)/k, so the transform of (3) is

φₖ = (2π/κk)[e^(−k|z−z'|) − e^(−k(z+z'))].

By Parseval's theorem the lateral integral of φ² is ∫ d²k/(2π)² φₖ². With d²k = 2πk dk, and with J(k) the depth integral of the squared bracket,

σ² = (2πN/κ²) ∫₀^∞ (dk/k) J(k).

For z' < z the bracket is 2e^(−kz) sinh kz', whose square integrates to (1 − e^(−4kz))/(2k) − 2ze^(−2kz). For z' > z it is 2e^(−kz') sinh kz, and the integral is (1 − e^(−2kz))²/(2k). The terms in e^(−4kz) cancel in the sum:

J(k) = (1 − e^(−2kz))/k − 2ze^(−2kz).

With x = kz,

σ² = (2πNz/κ²) ∫₀^∞ dx [1 − (1 + 2x)e^(−2x)]/x².  (12)

The integrand is the derivative of −(1 − e^(−2x))/x, which is −2 at x = 0 and zero at infinity. The integral is therefore 2, and (8) follows again. Near x = 0 the integrand tends to the constant 2. Without images, J would approach 1/(2k) at small k, and the integral over k would diverge there. The metal thus suppresses fluctuations of lateral wavelength much longer than the depth.

If the donor layer ends at L = Tz with T ≥ 1, the donors with s > T are missing. They would have contributed 2πz g(T), so (8) is multiplied by

F(T) = 1 − g(T)/2.  (13)

For a thick layer F ≈ 1 − z/(2L). For a field point at the far face, T = 1 and F = 1 − ln 2, about 0.31. The linear law thus needs z ≪ L.

A finite variance does not make the distribution Gaussian. Close to the field point φ ≈ 1/(κr), and the third cumulant, N ∫ φ³ d³r', contains (4πN/κ³) ∫ dr/r, which diverges logarithmically at small r. The cause is a single close donor. A very large potential u is most likely due to a single donor within about 1/(κu), which has probability of about (4πN/3)/(κu)³. The second moment of such a tail converges and the third does not. If distances below r₀ are excluded, with r₀ ≪ z, the skewness is, to leading logarithm,

(4πN/κ³)ln(z/r₀)/(4πNz/κ²)^(3/2) = ln(z/r₀)/√(4πNz³).  (14)

The constant beside the logarithm is not negligible: for small r₀ the third cumulant contains ln(z/r₀) − 1.08, and the true skewness is about 0.69 of (14) at r₀ = 0.1z and 0.85 of it at r₀ = 10⁻³z. For a fixed ratio z/r₀ the skewness is small when many donors lie within a distance z. Close to the metal the opposite holds, and σ is then a poor measure of the typical spread.

For numbers, take a silicide contact on n-type silicon with N = 10¹⁷ cm⁻³ = 10⁻⁴ nm⁻³, κ = 11.7, a barrier of 0.65 eV and a temperature of 300 K. At z = 10 nm (100 Å), 4πNz = 0.01257 nm⁻², whose square root is 0.112 nm⁻¹. With e²/(4πε₀) = 1.440 eV nm,

σ = (1.440/11.7) × 0.112 = 0.0138 eV,

or 5.07 × 10⁻⁴ hartree. This is 0.53 kT. At 5 nm and 20 nm the spreads are 0.0098 and 0.0195 eV, in line with the square root of the depth.

The mean number of donors within 10 nm of the field point is only 0.42, so the distribution should be far from Gaussian. A simulation of 40,000 random donor arrangements, in a cylinder of depth 8z and radius 12z, shows this. Half the width of the central 68% of the potentials is 0.79σ, about 0.011 eV, whereas a Gaussian would give σ. The cylinder's finite depth accounts for part of the difference, but not most of it; by (13) it lowers the standard deviation by about 3%, and it narrows the central half-width by about 5%, so a filled half-space gives about 0.83σ to 0.84σ. With donors closer than 0.1z left out to tame the tail, the simulated variance is 0.841 of (8); the integral over a laterally unbounded layer of the same depth gives 0.842, and over the cylinder itself 0.840. The sampling error of the simulated value is about 0.012, so the agreement is established only to that level.

The depletion layer has a finite width. With an effective density of states of 2.8 × 10¹⁹ cm⁻³, the Fermi level in the bulk lies kT ln(280) = 5.63 kT below the conduction band, so the bands bend by ψ = 0.504 eV. The mean field falls linearly from eNW/ε at the contact to zero at the depletion edge W. Hence ψ/e = eNW²/(2ε), which gives W = 80.8 nm and a contact field 2ψ/(eW) = 0.125 MV/cm. This is the abrupt-depletion approximation; the electron tail at the edge replaces ψ by ψ − kT and lowers both values by about 3%, to 78.7 nm and 0.122 MV/cm.

The electron's own image lowers its energy by e²/(16πεx) at depth x, while the mean field lowers it by eFx, where F is the contact field. The barrier top lies where the slopes cancel, e²/(16πεx²) = eF, so x = √[e/(16πεF)] = 1.57 nm. There (8) gives σ = 0.0055 eV, but this value is much less secure than the one at 10 nm.

Four corrections show why. Each is found separately, with the rest of the model held fixed, and is given as a factor on the variance.

First, the unscreened donor region ends at the depletion edge: the donors continue beyond it, but mobile electrons there screen them and also respond to the donors inside. Ending the layer at W without screening gives 0.938 at 10 nm; treating the edge as a second grounded plane gives 0.876. The real edge is diffuse over a Debye length of 12.9 nm, so both are estimates. At the barrier top they are 0.990 and 0.981. Linear screening by the equilibrium electron profile, with donors filling the half-space, gives 0.873 at 10 nm and 0.980 at the barrier top, so the grounded edge is the better of the two estimates.

Second, a real metal screens over a finite length λ, taken as roughly 0.05 nm. In Thomas–Fermi theory with unit background permittivity, a lateral wave decays into the metal at the rate q = √(k² + 1/λ²). Continuity of potential and displacement gives κk(1 − R) = q(1 + R), so the image amplitude −1 is replaced by R = (κk − q)/(κk + q). For small k this is −(1 − 2κλk) ≈ −e^(−2kκλ): the image plane moves κλ = 0.585 nm into the metal. The depth is in effect z + κλ, and the variance grows by a factor of about 1 + κλ/z. The full R gives 1.058 at 10 nm and 1.373 at the barrier top. The second value is for a fixed depth of 1.57 nm. Metal screening also weakens the electron's own image force, which moves or removes the barrier top. In this model the top narrowly disappears for λ = 0.05 nm and moves to about 1.2 nm for λ = 0.03 nm. That effect is left out, and 1.57 nm serves only as a reference depth.

Third, a thermal electron is not a point. Its free imaginary-time path has modes of frequency ωₙ = 2πnkT/ħ, each with variance kT/(mωₙ²). Summed over all nonzero n, using Σ 1/n² = π²/6 for positive n, they give a spread s² = ħ²/(12mkT). Averaging the potential laterally over a Gaussian of this width multiplies the integrand of (12) by e^(−k²s²). For the two silicon masses, 0.19 and 0.92 of the free mass, s is 1.14 and 0.52 nm. The factors are 0.906 and 0.956 at 10 nm, but 0.578 and 0.760 at the barrier top. Each mass is used here for both lateral directions, although the mass in a real silicon valley depends on direction. The spread in depth is left out; at 10 nm it lowers the factors to 0.878 and 0.943, and a valley with one heavy and two light directions gives about 0.90 for either orientation. At the barrier top s is comparable with the depth, so a free path that ignores the metal surface is only a rough guide.

Fourth, donors on lattice sites cannot come arbitrarily close to an electron placed on another site. Excluding distances below the nearest-neighbour distance of 0.235 nm gives 0.977 at 10 nm and 0.861 at the barrier top.

These inputs are rough typical values for a moderately doped silicide contact, not data for a particular device. Among the assumptions tested by these four corrections, two matter most at 10 nm: the unbounded, unscreened donor region, where the grounded-edge estimate lowers σ by about 6%, and the point electron, where smearing with the light mass lowers it by about 5%. These estimates are too rough to rank the two, and the choice of these two rests on the rough λ: with λ = 0.1 nm metal screening raises the variance at 10 nm by a factor of 1.117, an effect of the same size. At a depth of 1.57 nm, metal screening and electron smearing act in opposite directions and are both large, so (8) is only a rough guide to the variance there. Nor is σ the typical spread so close to the metal, because rare close donors carry much of the variance; at 1.57 nm half the width of the central 68% is only about 0.4σ. Several other neglected effects are small for these numbers. At the mean potential, the density of mobile electrons at 10 nm is 3 × 10⁻⁷ of the donor density, and the bulk is nondegenerate. The tunnelling energy E₀₀ = (ħe/2)√[N/(mε)] is 0.15 kT for the light mass and 0.07 kT for the heavy one, so thermionic emission is the better starting point for the current. The contact field is well below a rough breakdown field of 0.6 MV/cm. Interface charge, silicide grains and correlations between donor positions are outside the model, and their effect has not been estimated. The numerical output lists the inputs and the main values used here.

Computed results

```
donor density N = 1.0e+17 cm^-3
relative permittivity kappa = 11.7
barrier height = 0.65 eV
temperature = 300 K, kT = 0.0259 eV
effective density of states = 2.8e+19 cm^-3
e^2/(4 pi eps0) = 1.4400 eV nm
mean donor spacing N^(-1/3) = 21.5 nm
main depth = 10.0 nm = 100 angstrom
sigma at 5 nm = 0.0098 eV
sigma at 10 nm = 0.0138 eV
sigma at 20 nm = 0.0195 eV
sigma at main depth = 5.070e-04 hartree
sigma/kT at main depth = 0.534
direct integral/(4 pi z) = 1.000000
shallow, deep parts / (2 pi z) = 0.6137, 1.3863
no images, cut at 10 z: integral/(4 pi z) = 6.65
no images, cut at 100 z: integral/(4 pi z) = 52.80
variance share of donors nearer than z = 0.588
mean donor number in ball of radius z = 0.419
simulated variance factor (core cut 0.1 z) = 0.841
predicted variance factor (same cut) = 0.842
central 68% half-width / sigma = 0.788
band bending = 0.504 eV
depletion width W = 80.8 nm
Debye length = 12.9 nm
barrier-top depth = 1.57 nm
sigma at barrier top = 0.0055 eV
metal screening length = 0.05 nm
smearing width, light mass 0.19 = 1.14 nm
smearing width, heavy mass 0.92 = 0.52 nm
nearest lattice distance = 0.235 nm
variance factors at main depth (no unit):
  grounded depletion edge = 0.876
  layer ends at W, no edge screening = 0.938
  finite metal screening = 1.058
  smearing, light mass = 0.906
  smearing, heavy mass = 0.956
  lattice distance cut = 0.977
variance factors at barrier top (no unit):
  grounded depletion edge = 0.981
  layer ends at W, no edge screening = 0.990
  finite metal screening = 1.373
  smearing, light mass = 0.578
  smearing, heavy mass = 0.760
  lattice distance cut = 0.861
mobile electrons / donors at main depth = 3.1e-07
degeneracy margin (Ec-EF)/kT in bulk = 5.63
tunnelling E00/kT, light mass = 0.152
tunnelling E00/kT, heavy mass = 0.069
contact field = 0.125 MV/cm
rough breakdown field = 0.6 MV/cm
```
